# Do the exact constraints fix the parameters of SCAN exchange?: verification in Python

```python
"""
Result under test: the exact constraints built into SCAN exchange leave
c1x, c2x, dx and k1 free within a range; energies of norm systems select them.

F_x(s, alpha) = {h1 + f(alpha) [h0 - h1]} g(s) multiplies LDA exchange.
s     : reduced density gradient |grad n| / (2 kF n)
alpha : (tau - tau_W) / tau_unif, with tau the kinetic energy density
f     : switch with parameters c1x, c2x, dx;  k1 : saturation of h1 - 1
Parameter tuples are ordered (c1x, c2x, dx, k1). Energies are in Rydberg.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.optimize import brentq
from pyscf import gto, scf, dft
from pyscf.dft import libxc, numint

H0, A1, B3 = 1.174, 4.9479, 0.5
MU = 10 / 81
B2 = np.sqrt(5913 / 405000)
B1 = (511 / 13500) / (2 * B2)
PUBLISHED = (0.667, 0.8, 1.24, 0.065)
ALTERNATIVE = (1.0, 0.5, 2.0, 0.05)
NAMES = ("c1x", "c2x", "dx", "k1")


def switch(alpha, c1, c2, d):
    f = np.zeros_like(alpha)
    low, high = alpha < 1, alpha > 1
    f[low] = np.exp(-c1 * alpha[low] / (1 - alpha[low]))
    f[high] = -d * np.exp(c2 / (1 - alpha[high]))
    return f


def enhancement(s, alpha, parameters):
    c1, c2, d, k1 = parameters
    s, alpha = np.broadcast_arrays(np.asarray(s, float),
                                   np.asarray(alpha, float))
    s, alpha = np.atleast_1d(s), np.atleast_1d(alpha)
    b4 = MU**2 / k1 - 1606 / 18225 - B1**2
    gap = 1 - alpha
    x = MU * s**2 + b4 * s**4 * np.exp(-abs(b4) * s**2 / MU)
    x = x + (B1 * s**2 + B2 * gap * np.exp(-B3 * gap**2))**2
    h1 = 1 + k1 - k1 / (1 + x / k1)
    damping = -np.expm1(-A1 / np.sqrt(np.maximum(s, 1e-30)))
    return (h1 + switch(alpha, c1, c2, d) * (H0 - h1)) * damping


def value(s, alpha, parameters):
    return float(enhancement(s, alpha, parameters)[0])


# Symbolic Taylor polynomial of h1 for arbitrary k1.
t, p, w = sp.symbols("t p w", real=True)
k, decay = sp.symbols("k decay", positive=True)
mu = sp.Rational(10, 81)
b2 = sp.sqrt(sp.Rational(5913, 405000))
b1 = sp.Rational(511, 13500) / (2 * b2)
b4 = mu**2 / k - sp.Rational(1606, 18225) - b1**2
x_sym = (mu * t * p + b4 * (t * p)**2 * sp.exp(-decay * t * p)
         + (b1 * t * p + b2 * t * w * sp.exp(-(t * w)**2 / 2))**2)
h_sym = 1 + k - k / (1 + x_sym / k)
first = sp.diff(h_sym, t).subs(t, 0)
second = sp.diff(h_sym, t, 2).subs(t, 0) / 2
target = (-sp.Rational(1606, 18225) * p**2
          + sp.Rational(511, 13500) * p * w + sp.Rational(73, 5000) * w**2)
assert sp.simplify(first - mu * p) == 0
assert sp.simplify(second - target) == 0


# The complete F_x, including switch and damping, has the same limit.
def second_order(parameters, slope):
    def quotient(size):
        full = value(np.sqrt(size), 1 - slope * size, parameters)
        return (full - 1 - MU * size) / size**2
    return 2 * quotient(5e-5) - quotient(1e-4)


for parameters in (PUBLISHED, ALTERNATIVE):
    for slope in (2.0, -2.0):
        expected = float(target.subs({p: 1, w: slope}))
        assert abs(second_order(parameters, slope) - expected) < 1e-5

# Bounds throughout the claimed range, on a broad grid.
s_grid = np.r_[0, np.geomspace(1e-3, 1e3, 90)][:, None]
a_grid = np.r_[0, 1, np.geomspace(1e-3, 1e3, 120)][None, :]
rng = np.random.default_rng(7)
d_limit = 1 / (H0 - 1)
lowest, highest = np.inf, -np.inf
for _ in range(200):
    trial = rng.uniform([0.05, 0.05, 0, 0.005],
                        [5, 5, d_limit, H0 - 1])
    fx = enhancement(s_grid, a_grid, trial)
    lowest, highest = min(lowest, fx.min()), max(highest, fx.max())
    two_electron = -H0 * np.expm1(-A1 / np.sqrt(s_grid[1:, 0]))
    assert np.allclose(fx[1:, 0], two_electron, atol=1e-13)
assert lowest > 0 and highest <= H0 + 1e-12

# Pointwise lowering, which preserves joint upper bounds on F_xc.
fx_published = enhancement(s_grid, a_grid, PUBLISHED)
largest_rise = -np.inf
for _ in range(200):
    trial = rng.uniform([0.667, 0.05, 1.24, 0.005],
                        [5, 0.8, d_limit, 0.065])
    rise = (enhancement(s_grid, a_grid, trial) - fx_published).max()
    largest_rise = max(largest_rise, rise)
assert largest_rise < 1e-12
assert (enhancement(s_grid, a_grid, ALTERNATIVE)
        - fx_published).max() < 1e-12

# Large-gradient decay and failures outside the range.
for parameters in (PUBLISHED, ALTERNATIVE):
    for alpha in (0.0, 1.0, 5.0):
        ratio = value(1e10, alpha, parameters) / value(1e8, alpha, parameters)
        assert abs(ratio - 0.1) < 1e-3
negative_fx = value(0, 1000, (0.667, 0.8, 6.0, 0.065))
excess_fx = enhancement(s_grid, 1.0, (0.667, 0.8, 1.24, 0.5)).max()
assert negative_fx < 0 and excess_fx > H0


def atom_data(symbol):
    mol = gto.M(atom=symbol + " 0 0 0", basis="cc-pvqz", verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    dm = mf.make_rdm1()
    exchange_matrix = mf.get_jk(mol, dm)[1]
    exact = -0.5 * np.einsum("ij,ji", dm, exchange_matrix)
    grid = dft.gen_grid.Grids(mol)
    grid.atom_grid = (100, 194)
    grid.prune = None
    grid.build()
    ao = numint.eval_ao(mol, grid.coords, deriv=1)
    occupied = mf.mo_coeff[:, mf.mo_occ > 0]
    psi = np.array([component @ occupied for component in ao])
    n = 2 * np.sum(psi[0]**2, axis=1)
    grad = 4 * np.sum(psi[0] * psi[1:], axis=2)
    tau = 2 * np.sum(psi[1:]**2, axis=(0, 2))
    keep = n > 1e-12
    data = (grid.weights[keep], n[keep], grad[:, keep], tau[keep])
    assert abs(np.dot(data[0], data[1]) - mol.nelectron) < 1e-4
    return data, float(exact)


def exchange_energy(data, parameters):
    weight, n, grad, tau = data
    kf = (3 * np.pi**2 * n)**(1 / 3)
    grad2 = np.sum(grad**2, axis=0)
    s = np.sqrt(grad2) / (2 * kf * n)
    alpha = np.maximum((tau - grad2 / (4 * n)) / (0.6 * kf**2 * n), 0)
    lda = -3 * kf / (2 * np.pi)
    return float(np.sum(weight * n * lda * enhancement(s, alpha, parameters)))


atoms = {symbol: atom_data(symbol) for symbol in ("He", "Ne", "Ar")}
base = {a: exchange_energy(atoms[a][0], PUBLISHED) for a in atoms}
other = {a: exchange_energy(atoms[a][0], ALTERNATIVE) for a in atoms}

# Independent implementation of the published functional.
library = {}
for symbol in ("Ne", "Ar"):
    weight, n, grad, tau = atoms[symbol][0]
    rho = np.vstack([n, grad, np.zeros_like(n), tau / 2])
    per_electron = libxc.eval_xc("MGGA_X_SCAN", rho, spin=0, deriv=1)[0]
    library[symbol] = 2 * float(np.sum(weight * n * per_electron))
    assert abs(library[symbol] / base[symbol] - 1) < 1e-6

# Uniform coordinate scaling by a factor of two.
weight, n, grad, tau = atoms["Ne"][0]
scaled = (weight / 8, 8 * n, 16 * grad, 32 * tau)
scaling_ratio = exchange_energy(scaled, ALTERNATIVE) / other["Ne"]
assert abs(scaling_ratio - 2) < 1e-10

assert abs(other["He"] - base["He"]) < 1e-6
assert other["Ne"] > base["Ne"] and other["Ar"] > base["Ar"]

# Response of the atomic norms to each parameter separately.
changes = {}
for index, name in enumerate(NAMES):
    trial = list(PUBLISHED)
    trial[index] *= 1.1
    changes[name] = [exchange_energy(atoms[a][0], trial) - base[a]
                     for a in ("Ne", "Ar")]
    expected_sign = 1 if name in ("c1x", "dx") else -1
    assert all(expected_sign * change > 0 for change in changes[name])


# One atomic energy can be restored by compensating two parameters.
def neon_mismatch(c1):
    return exchange_energy(atoms["Ne"][0], (c1, 0.8, 1.24, 0.05)) - base["Ne"]


c1_compensated = brentq(neon_mismatch, 0.05, 0.667, xtol=1e-12)
compensated = (c1_compensated, 0.8, 1.24, 0.05)
neon_residual = neon_mismatch(c1_compensated)
argon_shift = exchange_energy(atoms["Ar"][0], compensated) - base["Ar"]
assert abs(neon_residual) < 1e-8
assert abs(argon_shift) > 1e-5

ry_ev = physical_constants["Rydberg constant times hc in eV"][0]
print("Published c1x, c2x, dx, k1 (dimensionless):", *PUBLISHED)
print("Alternative c1x, c2x, dx, k1 (dimensionless):", *ALTERNATIVE)
print(f"h0 = {H0:.3f}, a1 = {A1:.4f}, b3 = {B3:.1f} (dimensionless)")
print(f"mu = {MU:.6f}, b1 = {B1:.6f}, b2 = {B2:.6f} (dimensionless)")
print(f"Upper limit of dx = {d_limit:.4f} (dimensionless)")
print(f"Sufficient upper limit of k1 = {H0 - 1:.3f} (dimensionless)")
for label, pars in (("published", PUBLISHED), ("alternative", ALTERNATIVE)):
    b4_number = MU**2 / pars[3] - 1606 / 18225 - B1**2
    print(f"b4, {label} = {b4_number:.6f} (dimensionless)")
    print(f"Second-order coefficient at s^2=t, 1-alpha=2t, {label} = "
          f"{second_order(pars, 2.0):.5f} (dimensionless)")
    for alpha in (0.0, 0.5, 1.0, 3.0):
        print(f"F_x(s=1, alpha={alpha:.1f}), {label} = "
              f"{value(1, alpha, pars):.5f} (dimensionless)")
print(f"Largest F_x in 200 range samples = {highest:.5f} (dimensionless)")
print(f"F_x for dx=6, s=0, alpha=1000 = {negative_fx:.5f} (dimensionless)")
print(f"Largest F_x for k1=0.5, alpha=1 = {excess_fx:.5f} (dimensionless)")
for symbol in atoms:
    print(f"{symbol} exact exchange = {atoms[symbol][1]:.5f} Ry")
    print(f"{symbol} published SCAN exchange = {base[symbol]:.5f} Ry")
    print(f"{symbol} alternative exchange = {other[symbol]:.5f} Ry")
    shift = other[symbol] - base[symbol]
    print(f"{symbol} alternative minus published = {shift:.5f} Ry")
for symbol in ("Ne", "Ar"):
    shift_ev = (other[symbol] - base[symbol]) * ry_ev
    print(f"{symbol} alternative minus published, converted = "
          f"{shift_ev:.3f} eV")
for name in NAMES:
    print(f"Exchange change for {name} +10%: Ne {changes[name][0]:.5f} Ry, "
          f"Ar {changes[name][1]:.5f} Ry")
print(f"Compensating c1x at k1=0.05 = {c1_compensated:.5f} (dimensionless)")
print(f"Ne energy residual after compensation = {neon_residual:.1e} Ry")
print(f"Ar energy shift after compensation = {argon_shift:.5f} Ry")
print("finished without a failed check")
```

Printed output:

```
Published c1x, c2x, dx, k1 (dimensionless): 0.667 0.8 1.24 0.065
Alternative c1x, c2x, dx, k1 (dimensionless): 1.0 0.5 2.0 0.05
h0 = 1.174, a1 = 4.9479, b3 = 0.5 (dimensionless)
mu = 0.123457, b1 = 0.156632, b2 = 0.120830 (dimensionless)
Upper limit of dx = 5.7471 (dimensionless)
Sufficient upper limit of k1 = 0.174 (dimensionless)
b4, published = 0.121832 (dimensionless)
Second-order coefficient at s^2=t, 1-alpha=2t, published = 0.04598 (dimensionless)
F_x(s=1, alpha=0.0), published = 1.16567 (dimensionless)
F_x(s=1, alpha=0.5), published = 1.10564 (dimensionless)
F_x(s=1, alpha=1.0), published = 1.04121 (dimensionless)
F_x(s=1, alpha=3.0), published = 0.93666 (dimensionless)
b4, alternative = 0.192177 (dimensionless)
Second-order coefficient at s^2=t, 1-alpha=2t, alternative = 0.04598 (dimensionless)
F_x(s=1, alpha=0.0), alternative = 1.16567 (dimensionless)
F_x(s=1, alpha=0.5), alternative = 1.08176 (dimensionless)
F_x(s=1, alpha=1.0), alternative = 1.03214 (dimensionless)
F_x(s=1, alpha=3.0), alternative = 0.82309 (dimensionless)
Largest F_x in 200 range samples = 1.17400 (dimensionless)
F_x for dx=6, s=0, alpha=1000 = -0.04316 (dimensionless)
Largest F_x for k1=0.5, alpha=1 = 1.35153 (dimensionless)
He exact exchange = -2.05163 Ry
He published SCAN exchange = -2.06121 Ry
He alternative exchange = -2.06121 Ry
He alternative minus published = 0.00000 Ry
Ne exact exchange = -24.22000 Ry
Ne published SCAN exchange = -24.32993 Ry
Ne alternative exchange = -23.83177 Ry
Ne alternative minus published = 0.49816 Ry
Ar exact exchange = -60.37036 Ry
Ar published SCAN exchange = -60.53220 Ry
Ar alternative exchange = -59.08874 Ry
Ar alternative minus published = 1.44346 Ry
Ne alternative minus published, converted = 6.778 eV
Ar alternative minus published, converted = 19.639 eV
Exchange change for c1x +10%: Ne 0.04551 Ry, Ar 0.13079 Ry
Exchange change for c2x +10%: Ne -0.01502 Ry, Ar -0.04818 Ry
Exchange change for dx +10%: Ne 0.01825 Ry, Ar 0.04922 Ry
Exchange change for k1 +10%: Ne -0.01896 Ry, Ar -0.04464 Ry
Compensating c1x at k1=0.05 = 0.59937 (dimensionless)
Ne energy residual after compensation = 0.0e+00 Ry
Ar energy shift after compensation = -0.02109 Ry
finished without a failed check
```
